# Extended Hückel collapse of H2 and the ASED two-body repulsion: a program that tests the result

```python
"""
Extended Hueckel (EH) energy of H2 and its repair by a frozen-atom repulsion.

Result under test (Hartree atomic units):
  S      = exp(-rho) (1 + rho + rho^2/3),  rho = zeta R     1s-1s overlap
  dE_MO  = -A S/(1+S),  A = 2|h|(K-1)      EH energy relative to two atoms
  E_R    = exp(-2 rho) (zeta + 1/R)        nucleus + frozen neutral atom
For K > 1, dE_MO falls monotonically as R shrinks, while dE_MO + E_R has
exactly one stationary point, a minimum, where g(rho) = 3 zeta/A.
zeta: Slater exponent; h: diagonal Hamiltonian element; K: Wolfsberg-Helmholz
constant; R: internuclear distance; npf: non-perfectly-following density.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf, fci

BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
HARTREE_IN_EV = physical_constants["Hartree energy in eV"][0]
LAG_X, LAG_W = np.polynomial.laguerre.laggauss(24)
LEG_X, LEG_W = np.polynomial.legendre.leggauss(48)


# ---------- derived formulas ----------
def overlap(rho):
    return np.exp(-rho) * (1 + rho + rho**2 / 3)


def mo_energy(R, zeta, h, K):
    s = overlap(zeta * R)
    return -2 * abs(h) * (K - 1) * s / (1 + s)


def mo_slope(R, zeta, h, K):
    rho = zeta * R
    a = 2 * abs(h) * (K - 1)
    return (a * zeta * np.exp(-rho) * rho * (1 + rho)
            / (3 * (1 + overlap(rho))**2))


def repulsion(R, zeta):
    return np.exp(-2 * zeta * R) * (zeta + 1 / R)


def repulsion_slope(R, zeta):
    rho = zeta * R
    return -zeta**2 * np.exp(-2 * rho) * (2 * rho**2 + 2 * rho + 1) / rho**2


def g_function(rho):
    return (rho**3 * (1 + rho) * np.exp(rho)
            / ((1 + overlap(rho))**2 * (2 * rho**2 + 2 * rho + 1)))


def bond_length(zeta, h, K):
    target = 3 * zeta / (2 * abs(h) * (K - 1))
    return brentq(lambda rho: g_function(rho) - target, 1e-3, 30) / zeta


# ---------- independent evaluation from the definitions ----------
def two_centre_integrals(R, zeta):
    """Overlap and potential of cloud b at nucleus a, by quadrature."""
    xi = 1 + LAG_X[:, None] / (zeta * R)
    eta = LEG_X[None, :]
    weight = (np.outer(LAG_W, LEG_W) * np.exp(-zeta * R) / (zeta * R)
              * 2 * zeta**3)
    s = np.sum(weight * (R / 2)**3 * (xi**2 - eta**2))
    potential = np.sum(weight * (R / 2)**2 * (xi - eta)
                       * np.exp(zeta * R * eta))
    return s, potential


def numeric_terms(R, zeta, h, K):
    """In-phase and lowest pair energies relative to 2h, and repulsion."""
    s, potential = two_centre_integrals(R, zeta)
    ham = np.array([[h, K * s * h], [K * s * h, h]])
    levels, vectors = eigh(ham, np.array([[1, s], [s, 1]]))
    in_phase = int(np.argmax(vectors[0] * vectors[1]))
    return (2 * (levels[in_phase] - h), 2 * (levels[0] - h),
            1 / R - potential)


def numeric_total(R, zeta, h, K):
    terms = numeric_terms(R, zeta, h, K)
    return terms[1] + terms[2]


zeta, h, K = 1.0, -0.5, 1.75
for exponent in (1.0, 1.3):
    for R in (0.3, 0.9, 1.7, 3.2, 5.5):
        s, _ = two_centre_integrals(R, exponent)
        _, lowest, rep = numeric_terms(R, exponent, h, K)
        assert abs(s - overlap(exponent * R)) < 1e-10
        assert abs(lowest - mo_energy(R, exponent, h, K)) < 1e-10
        assert abs(rep - repulsion(R, exponent)) < 1e-10
        d = 1e-4
        upper = numeric_terms(R + d, exponent, h, K)
        lower = numeric_terms(R - d, exponent, h, K)
        slope_mo = (upper[1] - lower[1]) / (2 * d)
        slope_rep = (upper[2] - lower[2]) / (2 * d)
        assert abs(slope_mo - mo_slope(R, exponent, h, K)) < 1e-6
        assert abs(slope_rep / repulsion_slope(R, exponent) - 1) < 1e-5

# Monotonic collapse for K > 1; opposite trend of the in-phase level for K < 1
grid = np.arange(0.1, 10, 0.05)
collapse = np.array([numeric_terms(R, zeta, h, K)[1] for R in grid])
assert np.all(np.diff(collapse) > 0)
small_k = np.array([numeric_terms(R, zeta, h, 0.9) for R in grid])
assert np.all(np.diff(small_k[:, 0]) < 0)
assert np.all(small_k[:, 1] < small_k[:, 0])
united_limit = (1 + K) * h
near_united = 2 * h + numeric_terms(0.01, zeta, h, K)[1]
assert abs(near_united - united_limit) < 1e-4

# One turning point, a minimum, over a wide range of parameters
for z, hh, kk in ((1.0, -0.5, 1.75), (1.3, -0.5, 1.75), (0.6, -0.3, 2.5),
                  (2.0, -0.2, 1.2), (1.0, -0.5, 1.05)):
    radii = np.arange(0.1, 14, 0.05) / z
    energy = np.array([numeric_total(R, z, hh, kk) for R in radii])
    signs = np.sign(np.diff(energy))
    assert signs[0] < 0 and signs[-1] > 0
    assert np.count_nonzero(np.diff(signs)) == 1
    assert energy.min() < 0
    direct = minimize_scalar(
        lambda R: numeric_total(R, z, hh, kk),
        bounds=(radii[np.argmin(energy) - 1], radii[np.argmin(energy) + 1]),
        method="bounded", options={"xatol": 1e-8})
    assert abs(direct.x - bond_length(z, hh, kk)) < 1e-5

# Bare nuclear repulsion 1/R cannot be overcome by the EH attraction
amplitude = 2 * abs(h) * (K - 1)
rho_star = brentq(lambda x: 1 + x - x**3 / 3, 1, 4)
max_rho_s = rho_star * overlap(rho_star)
bare_bound = amplitude / zeta * max_rho_s
bare_ratio = np.max(-grid * collapse)
assert bare_ratio < bare_bound < 1


# ---------- Hellmann-Feynman force in a nearly exact H2+ ----------
POWERS = [(m, n) for m in range(5) for n in range(0, 8, 2)]
DECAY = 1.2


def h2plus(R):
    """Total energy and coefficients in a spheroidal polynomial basis."""
    t, eta = np.meshgrid(LAG_X / (2 * DECAY), LEG_X, indexing="ij")
    weight = np.outer(LAG_W, LEG_W) / (2 * DECAY)
    xi = 1 + t
    f = np.array([t**m * eta**n for m, n in POWERS])
    f_xi = np.array([(m * t**max(m - 1, 0) - DECAY * t**m) * eta**n
                     for m, n in POWERS])
    f_eta = np.array([t**m * n * eta**max(n - 1, 0) for m, n in POWERS])

    def matrix(functions, factor):
        flat = functions.reshape(len(POWERS), -1)
        return (flat * (weight * factor).ravel()) @ flat.T

    metric = matrix(f, (R / 2)**3 * (xi**2 - eta**2))
    ham = (matrix(f_xi, R / 4 * (xi**2 - 1))
           + matrix(f_eta, R / 4 * (1 - eta**2))
           - matrix(f, R**2 / 2 * xi))
    values, vectors = eigh(ham, metric)
    return values[0] + 1 / R, vectors[:, 0]


def density_slope(R):
    """dE/dR from the electrostatic force on nucleus a alone."""
    _, coefficients = h2plus(R)
    pull = 0.0
    for start, stop in ((0, R), (R, R + 4), (R + 4, R + 18)):
        r = (start + stop) / 2 + (stop - start) / 2 * LEG_X[:, None]
        cosine = LEG_X[None, :]
        r_b = np.sqrt(r**2 + R**2 - 2 * r * R * cosine)
        t, eta = (r + r_b) / R - 1, (r - r_b) / R
        psi = np.exp(-DECAY * t) * sum(
            c * t**m * eta**n for c, (m, n) in zip(coefficients, POWERS))
        weight = np.outer(LEG_W, LEG_W) * (stop - start) / 2
        pull += np.sum(weight * psi**2 * cosine)
    return pull - 1 / R**2


R_ion, step = 1.5, 0.002
ion_energy_slope = (h2plus(R_ion + step)[0]
                    - h2plus(R_ion - step)[0]) / (2 * step)
ion_force_slope = density_slope(R_ion)
# Angular quadrature meets the density cusp at nucleus b: error below 1e-4
assert abs(ion_energy_slope - ion_force_slope) < 1e-4
assert abs(ion_energy_slope) > 0.01


# ---------- reference: full CI for H2 in cc-pVTZ ----------
atom = gto.M(atom="H 0 0 0", basis="cc-pvtz", spin=1, verbose=0)
atom_energy = scf.UHF(atom).kernel()


def fci_binding(R):
    mol = gto.M(atom=f"H 0 0 0; H 0 0 {R:.10f}", unit="Bohr",
                basis="cc-pvtz", verbose=0)
    mean_field = scf.RHF(mol)
    mean_field.kernel()
    solver = fci.FCI(mean_field)
    solver.conv_tol = 1e-10
    return float(solver.kernel()[0]) - 2 * atom_energy


assert abs(fci_binding(12.0)) < 1e-5
reference = minimize_scalar(fci_binding, bounds=(1.2, 1.7),
                            method="bounded", options={"xatol": 1e-4})
R_ref, depth_ref = reference.x, -reference.fun

# ---------- worked example ----------
print(f"inputs: zeta = {zeta:.2f} 1/a0, h = {h:.2f} Eh, K = {K:.2f}")
print(f"amplitude A = {amplitude:.4f} Eh")
print(f"EH energy at infinite R = {2 * h:.4f} Eh")
print(f"EH energy limit at R -> 0 = {united_limit:.4f} Eh")
print(f"EH energy by diagonalization at R = 0.01 a0: {near_united:.5f} Eh")
print(f"bare 1/R: rho at maximum of rho*S = {rho_star:.4f}")
print(f"bare 1/R: maximum of rho*S = {max_rho_s:.4f}")
print(f"bare 1/R: bound on R|dE_MO| = {bare_bound:.4f} (Eh a0)")
print(f"bare 1/R: largest R|dE_MO| on grid = {bare_ratio:.4f} (Eh a0)")
print(f"H2+ at R = {R_ion:.1f} a0: dE/dR from energies = "
      f"{ion_energy_slope:.5f} Eh/a0")
print(f"H2+ at R = {R_ion:.1f} a0: dE/dR from density = "
      f"{ion_force_slope:.5f} Eh/a0")
print("table: R in a0, S without unit, energies in Eh")
print("   R      S     dE_MO     E_R      sum   E_npf(FCI)")
npf_difference = []
for R in (0.5, 1.0, 1.4, 2.0, 3.0, 4.0):
    e_mo, e_rep = mo_energy(R, zeta, h, K), repulsion(R, zeta)
    e_npf = fci_binding(R) - e_rep
    npf_difference.append(e_mo - e_npf)
    print(f"{R:5.1f} {overlap(zeta * R):7.4f} {e_mo:8.4f} {e_rep:8.4f} "
          f"{e_mo + e_rep:8.4f} {e_npf:8.3f}")
# Model attraction is too weak at short and too strong at long distance
assert npf_difference[0] > 0 and npf_difference[-1] < 0

for exponent in (zeta, 1.3):
    R_min = bond_length(exponent, h, K)
    e_mo, e_rep = mo_energy(R_min, exponent, h, K), repulsion(R_min, exponent)
    depth = -(e_mo + e_rep)
    print(f"ASED minimum for zeta = {exponent:.2f} 1/a0:")
    print(f"  Lambda = {3 * exponent / amplitude:.4f}, "
          f"rho_e = {exponent * R_min:.4f}, "
          f"S = {overlap(exponent * R_min):.4f}")
    print(f"  R_e = {R_min:.4f} a0 = {R_min * BOHR_IN_ANGSTROM:.4f} angstrom")
    print(f"  dE_MO = {e_mo:.4f} Eh, E_R = {e_rep:.4f} Eh")
    print(f"  well depth = {depth:.4f} Eh = {depth * HARTREE_IN_EV:.3f} eV")

print(f"FCI/cc-pVTZ: R_e = {R_ref:.3f} a0 = "
      f"{R_ref * BOHR_IN_ANGSTROM:.3f} angstrom")
print(f"FCI/cc-pVTZ: well depth = {depth_ref:.4f} Eh = "
      f"{depth_ref * HARTREE_IN_EV:.3f} eV")
slope_attraction = mo_slope(R_ref, zeta, h, K)
slope_repulsion = repulsion_slope(R_ref, zeta)
assert slope_attraction + slope_repulsion < 0
assert bond_length(zeta, h, K) > R_ref
print(f"at FCI R_e, zeta = {zeta:.2f}: dE_MO slope = "
      f"{slope_attraction:.4f} Eh/a0")
print(f"at FCI R_e, zeta = {zeta:.2f}: E_R slope = "
      f"{slope_repulsion:.4f} Eh/a0")
print("PASS")
```

Printed output:

```
inputs: zeta = 1.00 1/a0, h = -0.50 Eh, K = 1.75
amplitude A = 0.7500 Eh
EH energy at infinite R = -1.0000 Eh
EH energy limit at R -> 0 = -1.3750 Eh
EH energy by diagonalization at R = 0.01 a0: -1.37500 Eh
bare 1/R: rho at maximum of rho*S = 2.1038
bare 1/R: maximum of rho*S = 1.1752
bare 1/R: bound on R|dE_MO| = 0.8814 (Eh a0)
bare 1/R: largest R|dE_MO| on grid = 0.5911 (Eh a0)
H2+ at R = 1.5 a0: dE/dR from energies = -0.10310 Eh/a0
H2+ at R = 1.5 a0: dE/dR from density = -0.10306 Eh/a0
table: R in a0, S without unit, energies in Eh
   R      S     dE_MO     E_R      sum   E_npf(FCI)
  0.5  0.9603  -0.3674   1.1036   0.7362   -0.620
  1.0  0.8584  -0.3464   0.2707  -0.0758   -0.392
  1.4  0.7529  -0.3221   0.1042  -0.2179   -0.277
  2.0  0.5865  -0.2772   0.0275  -0.2498   -0.164
  3.0  0.3485  -0.1938   0.0033  -0.1905   -0.059
  4.0  0.1893  -0.1194   0.0004  -0.1189   -0.016
ASED minimum for zeta = 1.00 1/a0:
  Lambda = 4.0000, rho_e = 1.8756, S = 0.6204
  R_e = 1.8756 a0 = 0.9925 angstrom
  dE_MO = -0.2872 Eh, E_R = 0.0360 Eh
  well depth = 0.2512 Eh = 6.834 eV
ASED minimum for zeta = 1.30 1/a0:
  Lambda = 5.2000, rho_e = 1.9828, S = 0.5911
  R_e = 1.5252 a0 = 0.8071 angstrom
  dE_MO = -0.2786 Eh, E_R = 0.0371 Eh
  well depth = 0.2416 Eh = 6.573 eV
FCI/cc-pVTZ: R_e = 1.403 a0 = 0.743 angstrom
FCI/cc-pVTZ: well depth = 0.1727 Eh = 4.700 eV
at FCI R_e, zeta = 1.00: dE_MO slope = 0.0675 Eh/a0
at FCI R_e, zeta = 1.00: E_R slope = -0.2376 Eh/a0
PASS
```
